**Finite-size corrections to a defect energy and its Kohn-Sham level**

For a localised defect of charge $q$, an energy correction $E_{\rm corr}=E_{\rm iso}-E_{\rm per}$ quadratic in $q$ implies the level correction $-2E_{\rm corr}/q$. The program solves isolated and periodic Kohn-Sham models separately for $q=\pm1$ and two cell sizes. It asserts the energy correction, the occupation derivative of the energy, and the leading error of the level rule, which depends on the second moment $M_2$ of the charge density. Further assertions cover the cubic lattice constant, Gaussian image interactions, frozen ionic screening and the image energy of an oxide layer between silicon. For the cubic oxide example, the output gives an energy correction of 0.423 eV and a level correction of −0.846 eV. In the elongated cell, replacing part of the oxide by silicon changes the level correction by 0.193 eV, measured against the average cell potential.

## Check in Python

```python
"""
Result under test: a localised Kohn-Sham defect level has the finite-size
correction level_iso - level_per = -2 E_corr/q, if E_corr = E_iso - E_per is
quadratic in the defect charge q. For a spherical charge distribution in a
cubic cell of side L, the leading error of this rule is
    2 pi (q dM2/dq - M2)/(3 eps L^3),   M2 = integral of rho r^2.
The Kohn-Sham model uses Hartree atomic units. It has a Gaussian short-range
well, a Gaussian positive core, one orbital with variable occupation, local
exchange, and electrostatics screened by a uniform dielectric constant eps.
The oxide example uses nm and eV. Periodic potentials have zero average.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import dctn, idctn
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

PI = np.pi
CORE_WIDTH = 0.8
EXCHANGE = (3 / PI) ** (1 / 3)
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
COULOMB = const.e / (4 * PI * const.epsilon_0) * 1e9  # eV nm


def core_density(r2):
    return np.exp(-r2 / (2 * CORE_WIDTH**2)) / (2 * PI * CORE_WIDTH**2) ** 1.5


def isolated_defect(core, occupation, eps, depth, width, mass=1.0):
    """Radial sine-basis solution: level, total energy and M2."""
    radius, points = 25.0, 180
    index = np.arange(1, points + 1)
    h = radius / (points + 1)
    r = h * index
    sine = np.sqrt(2 / (points + 1)) * np.sin(
        PI * np.outer(index, index) / (points + 1))
    k2 = (PI * index / radius) ** 2
    kinetic = (sine * (k2 / (2 * mass))) @ sine
    well = -depth * np.exp(-r**2 / (2 * width**2))
    potential = well.copy()
    for _ in range(200):
        values, vectors = eigh(kinetic + np.diag(potential),
                               subset_by_index=[0, 0])
        vector = vectors[:, 0]
        density = occupation * vector**2 / (h * 4 * PI * r**2)
        rho = core * core_density(r**2) - density
        charge = core - occupation
        r_phi = charge * r / (eps * radius)
        r_phi += sine @ (4 * PI * (sine @ (r * rho)) / (eps * k2))
        phi = r_phi / r
        updated = well - phi - EXCHANGE * np.cbrt(density)
        change = np.max(np.abs(updated - potential))
        if change < 1e-9:
            break
        potential += 0.5 * (updated - potential)
    assert change < 1e-9
    volume = 4 * PI * r**2 * h
    energy = occupation * (vector @ kinetic @ vector + vector**2 @ well)
    energy += 0.5 * np.sum(volume * rho * phi)
    energy -= 0.75 * EXCHANGE * np.sum(volume * density ** (4 / 3))
    return values[0], energy, np.sum(volume * r**2 * rho)


def periodic_defect(core, occupation, eps, depth, width, side, points,
                    mass=1.0):
    """Even Gamma-point state in a cubic cell, on one octant of the cell."""
    h = side / (2 * points)
    x = (np.arange(points) + 0.5) * h
    k = 2 * PI * np.arange(points) / side
    r2 = x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2
    k2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
    k2_safe = k2.copy()
    k2_safe[0, 0, 0] = 1.0
    weight = 8 * h**3
    well = -depth * np.exp(-r2 / (2 * width**2))
    orbital = np.exp(-r2 / (2 * width**2))
    orbital /= np.sqrt(weight * np.sum(orbital**2))
    for _ in range(600):
        density = occupation * orbital**2
        rho = core * core_density(r2) - density
        rho_k = dctn(rho, norm="ortho")
        rho_k[0, 0, 0] = 0.0
        phi = idctn(4 * PI * rho_k / (eps * k2_safe), norm="ortho")
        potential = well - phi - EXCHANGE * np.cbrt(density)
        kinetic_orbital = idctn(
            k2 / (2 * mass) * dctn(orbital, norm="ortho"), norm="ortho")
        kinetic = weight * np.sum(orbital * kinetic_orbital)
        level = kinetic + weight * np.sum(potential * orbital**2)
        assert level < 0
        new = idctn(dctn(-potential * orbital, norm="ortho")
                    / (k2 / (2 * mass) - level), norm="ortho")
        new /= np.sqrt(weight * np.sum(new**2))
        change = np.max(np.abs(new - orbital))
        if change < 1e-9:
            break
        orbital = 0.8 * new + 0.2 * orbital
        orbital /= np.sqrt(weight * np.sum(orbital**2))
    assert change < 1e-9
    energy = occupation * (kinetic + weight * np.sum(well * orbital**2))
    energy += 0.5 * weight * np.sum(rho * phi)
    energy -= 0.75 * EXCHANGE * weight * np.sum(density ** (4 / 3))
    return level, energy


def lattice_norms(limit):
    n = np.arange(-limit, limit + 1)
    n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
    return np.sqrt(n2[n2 > 0])


# Lattice constant by Ewald summation, then by a sum over neutral cells.
norms = lattice_norms(6)
eta = np.sqrt(PI)
g2 = (2 * PI * norms)**2
alpha = -(np.sum(erfc(eta * norms) / norms)
          + 4 * PI * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
          - 2 * eta / np.sqrt(PI) - PI / eta**2)
cells = 20
cube_integral = (2 * cells + 1)**2 * (3 * np.log(2 + np.sqrt(3)) - PI / 2)
alpha_direct = -(np.sum(1 / lattice_norms(cells)) - cube_integral - PI / 6)
assert abs(alpha - alpha_direct) < 1e-3  # finite direct sum
print(f"Cubic lattice constant alpha: {alpha:.6f}; direct {alpha_direct:.6f}")

# Kohn-Sham test: independently solved isolated and periodic defects.
eps_model, depth_model, width_model = 2.0, 2.5, 1.2
step = 0.01
print(f"KS model: eps {eps_model:.1f}, well {depth_model:.1f} Ha, "
      f"well width {width_model:.1f} bohr, core width {CORE_WIDTH:.1f} bohr")
for core, occupation in ((2.0, 1.0), (1.0, 2.0)):
    q = core - occupation
    args = (eps_model, depth_model, width_model)
    level_iso, energy_iso, moment = isolated_defect(core, occupation, *args)
    moment_plus = isolated_defect(core, occupation + step, *args)[2]
    moment_minus = isolated_defect(core, occupation - step, *args)[2]
    moment_slope = -(moment_plus - moment_minus) / (2 * step)
    print(f"q={q:+.0f}: isolated level {level_iso:.6f} Ha, "
          f"M2 {moment:.4f} bohr^2, dM2/dq {moment_slope:.4f} bohr^2")
    for side, points in ((14.0, 14), (20.0, 20)):
        level_per, energy_per = periodic_defect(
            core, occupation, *args, side, points)
        correction = energy_iso - energy_per
        level_shift = level_iso - level_per
        cubic = 2 * PI / (3 * eps_model * side**3)
        predicted_energy = (alpha * q**2 / (2 * eps_model * side)
                            - cubic * q * moment)
        rule = -2 * correction / q
        predicted_error = cubic * (q * moment_slope - moment)
        assert abs(correction - predicted_energy) < 3e-5
        assert abs(level_shift - rule - predicted_error) < 3e-5
        print(f"  L={side:.0f} bohr: E_corr {correction:.6f} Ha, "
              f"formula {predicted_energy:.6f} Ha")
        print(f"    level shift {level_shift:.6f}, rule {rule:.6f} Ha")
        print(f"    rule error {level_shift-rule:.6f}, "
              f"predicted {predicted_error:.6f} Ha")
        if side == 14.0:
            plus = periodic_defect(core, occupation + step, *args,
                                   side, points)[1]
            minus = periodic_defect(core, occupation - step, *args,
                                    side, points)[1]
            derivative = (plus - minus) / (2 * step)
            assert abs(derivative - level_per) < 2e-5
            print(f"    dE/df {derivative:.6f}, level {level_per:.6f} Ha")


def image_interaction(width_a, width_b, sides):
    """Isolated minus periodic interaction of unit Gaussians, in 1/nm."""
    n = np.arange(-20, 21)
    gx, gy, gz = [2 * PI * n / side for side in sides]
    squared = (gx[:, None, None]**2 + gy[None, :, None]**2
               + gz[None, None, :]**2)
    squared = squared[squared > 0]
    variance = width_a**2 + width_b**2
    periodic = 4 * PI / np.prod(sides) * np.sum(
        np.exp(-squared * variance / 2) / squared)
    return np.sqrt(2 / (PI * variance)) - periodic


# Oxide example: rough dielectric constants and chosen model parameters.
side, width, wide = 1.2, 0.10, 0.15
eps_static, eps_electronic, eps_silicon = 3.9, 2.1, 11.7
charge, raw_level = 1.0, 5.5
unit_image = image_interaction(width, width, (side,) * 3)
mixed_image = image_interaction(wide, width, (side,) * 3)
for orbital_width, computed in ((width, unit_image), (wide, mixed_image)):
    formula = alpha / side - 2 * PI * (orbital_width**2 + width**2) / side**3
    assert abs(computed - formula) < 1e-7
unit_energy = COULOMB * unit_image / 2
correction = charge**2 * unit_energy / eps_static
level_shift = -2 * correction / charge
point_energy = COULOMB * alpha * charge**2 / (2 * eps_static * side)
print(f"Oxide: q {charge:+.0f} e, L {side:.2f} nm, charge width {width:.2f} nm")
print(f"Rough eps: static {eps_static:.1f}, electronic {eps_electronic:.1f}, "
      f"silicon {eps_silicon:.1f}")
print(f"Point-charge E_corr: {point_energy:.4f} eV")
print(f"Gaussian-charge E_corr: {correction:.4f} eV "
      f"= {correction/HARTREE_EV:.6f} Ha")
print(f"Level correction: {level_shift:.4f} eV "
      f"= {level_shift/HARTREE_EV:.6f} Ha")
print(f"Level above valence edge: raw {raw_level:.4f}, "
      f"corrected {raw_level+level_shift:.4f} eV")


# Ionic polarisation is relaxed at one charge and then held fixed.
def polar_energy(electronic_charge, ionic_charge):
    return ((electronic_charge + ionic_charge)**2 / eps_electronic
            + ionic_charge**2 / (eps_static - eps_electronic))


relaxed = minimize_scalar(lambda p: polar_energy(charge, p),
                          bracket=(-1, 0), tol=1e-10).x
for new_charge in (-1.0, 0.0, 1.0, 2.0):
    change = new_charge - charge
    derived = (charge**2 / eps_static + 2 * charge * change / eps_static
               + change**2 / eps_electronic)
    assert abs(polar_energy(new_charge, relaxed) - derived) < 1e-6


def frozen_level_shift(state_charge, ionic_charge):
    d = 1e-4
    return -unit_energy * (polar_energy(state_charge + d, ionic_charge)
                           - polar_energy(state_charge - d, ionic_charge)
                           ) / (2 * d)


assert abs(frozen_level_shift(charge, relaxed) - level_shift) < 1e-6
neutral_energy = unit_energy * polar_energy(0.0, relaxed)
neutral_shift = frozen_level_shift(0.0, relaxed)
vertical_energy = unit_energy * polar_energy(charge, 0.0)
vertical_shift = frozen_level_shift(charge, 0.0)
print(f"Frozen ionic screening charge: {relaxed:.4f} e")
print(f"Charged state, neutral geometry: E_corr {vertical_energy:.4f}, "
      f"level shift {vertical_shift:.4f} eV")
print(f"Neutral state, charged geometry: E_corr {neutral_energy:.4f}, "
      f"level shift {neutral_shift:.4f} eV")

# Omitted shape difference between the orbital and the net charge.
wide_shift = -COULOMB * charge * mixed_image / eps_static
print(f"Orbital width {wide:.2f} nm: level shift {wide_shift:.4f} eV, "
      f"change {wide_shift-level_shift:.4f} eV")

# Omitted orbital overlap, using a noninteracting well of chosen binding.
binding, effective_mass, well_nm = 3.0, 0.5, 0.12
well_width = well_nm / BOHR_NM
well_depth = brentq(
    lambda d: isolated_defect(0, 0, 1, d, well_width, effective_mass)[0]
    + binding / HARTREE_EV, 0.1, 2.0, xtol=1e-10)
overlap_iso = isolated_defect(0, 0, 1, well_depth, well_width,
                              effective_mass)[0]
overlap_per = periodic_defect(0, 0, 1, well_depth, well_width,
                              side / BOHR_NM, 23, effective_mass)[0]
overlap_shift = (overlap_iso - overlap_per) * HARTREE_EV
print(f"Overlap model: binding {binding:.1f} eV, mass {effective_mass:.1f} m_e, "
      f"well width {well_nm:.2f} nm")
print(f"Overlap level correction at Gamma: {1000*overlap_shift:.2f} meV")


def layer_response(wave_number, dielectric, source, h, periodic):
    """Finite-volume Poisson solution for one in-plane wave number."""
    count = len(source)
    following = np.roll(dielectric, -1)
    faces = 2 * dielectric * following / (dielectric + following)
    matrix = np.diag(dielectric * wave_number**2)
    for i in range(count if periodic else count - 1):
        j = (i + 1) % count
        coupling = faces[i] / h**2
        matrix[i, i] += coupling
        matrix[j, j] += coupling
        matrix[i, j] -= coupling
        matrix[j, i] -= coupling
    if not periodic:
        for i in (0, count - 1):
            matrix[i, i] += (dielectric[i] * wave_number / h
                             / (1 + wave_number * h / 2))
    if wave_number == 0:
        source = source - np.mean(source)
        matrix += np.ones((count, count))
    potential = np.linalg.solve(matrix, 4 * PI * source)
    return h * np.dot(source, potential)


# Omitted dielectric contrast: oxide centred between silicon layers.
length_z, thickness, count = 2.4, 1.2, 240
h = length_z / count
z = -length_z / 2 + (np.arange(count) + 0.5) * h
profile = np.exp(-z**2 / (2 * width**2)) / np.sqrt(2 * PI * width**2)
uniform = np.full(count, eps_static)
layered = np.where(np.abs(z) < thickness / 2, eps_static, eps_silicon)


def periodic_layer_energy(dielectric):
    total = 0.0
    for nx in range(9):
        for ny in range(9):
            wave = 2 * PI * np.hypot(nx, ny) / side
            multiplicity = (1 if nx == 0 else 2) * (1 if ny == 0 else 2)
            total += (multiplicity * np.exp(-wave**2 * width**2)
                      * layer_response(wave, dielectric, profile, h, True))
    return COULOMB * total / (2 * side**2)


uniform_periodic = periodic_layer_energy(uniform)
layered_periodic = periodic_layer_energy(layered)
long_image = image_interaction(width, width, (side, side, length_z))
uniform_correction = COULOMB * long_image / (2 * eps_static)
self_energy = COULOMB / (2 * np.sqrt(PI) * width * eps_static)
assert abs(uniform_periodic - (self_energy - uniform_correction)) < 3e-3

nodes, weights = np.polynomial.legendre.leggauss(60)
waves, weights = 15 * (nodes + 1), 15 * weights
isolated_image = 0.0
for wave, weight in zip(waves, weights):
    difference = (layer_response(wave, layered, profile, h, False)
                  - layer_response(wave, uniform, profile, h, False))
    isolated_image += (COULOMB * weight * wave / (4 * PI)
                       * np.exp(-wave**2 * width**2) * difference)
reflection = (eps_static - eps_silicon) / (eps_static + eps_silicon)
image_series = -COULOMB * np.log(1 - reflection) / (eps_static * thickness)
assert abs(isolated_image - image_series) < 1e-3  # finite-volume grid
layered_correction = (uniform_correction + isolated_image
                      - layered_periodic + uniform_periodic)
print(f"Layered cell: {side:.1f} x {side:.1f} x {length_z:.1f} nm, "
      f"oxide thickness {thickness:.1f} nm")
print(f"Isolated interface image energy: {isolated_image:.4f} eV, "
      f"image series {image_series:.4f} eV")
print(f"Long cell, uniform oxide: E_corr {uniform_correction:.4f}, "
      f"level shift {-2*uniform_correction:.4f} eV")
print(f"Long cell, oxide/silicon: E_corr {layered_correction:.4f}, "
      f"level shift {-2*layered_correction:.4f} eV")
print(f"Contrast changes level shift by "
      f"{-2*(layered_correction-uniform_correction):.4f} eV")
print("every check passed")
```

Printed output:

```
Cubic lattice constant alpha: 2.837297; direct 2.837313
KS model: eps 2.0, well 2.5 Ha, well width 1.2 bohr, core width 0.8 bohr
q=+1: isolated level -1.566827 Ha, M2 2.3762 bohr^2, dM2/dq 1.5460 bohr^2
  L=14 bohr: E_corr 0.049759 Ha, formula 0.049759 Ha
    level shift -0.099835, rule -0.099519 Ha
    rule error -0.000317, predicted -0.000317 Ha
    dE/df -1.466991, level -1.466992 Ha
  L=20 bohr: E_corr 0.035155 Ha, formula 0.035155 Ha
    level shift -0.070419, rule -0.070310 Ha
    rule error -0.000109, predicted -0.000109 Ha
q=-1: isolated level -0.905321 Ha, M2 -1.5159 bohr^2, dM2/dq 2.0007 bohr^2
  L=14 bohr: E_corr 0.050088 Ha, formula 0.050088 Ha
    level shift 0.099992, rule 0.100176 Ha
    rule error -0.000185, predicted -0.000185 Ha
    dE/df -1.005313, level -1.005313 Ha
  L=20 bohr: E_corr 0.035268 Ha, formula 0.035268 Ha
    level shift 0.070472, rule 0.070536 Ha
    rule error -0.000063, predicted -0.000063 Ha
Oxide: q +1 e, L 1.20 nm, charge width 0.10 nm
Rough eps: static 3.9, electronic 2.1, silicon 11.7
Point-charge E_corr: 0.4365 eV
Gaussian-charge E_corr: 0.4231 eV = 0.015548 Ha
Level correction: -0.8461 eV = -0.031095 Ha
Level above valence edge: raw 5.5000, corrected 4.6539 eV
Frozen ionic screening charge: -0.4615 e
Charged state, neutral geometry: E_corr 0.7857, level shift -1.5714 eV
Neutral state, charged geometry: E_corr 0.3626, level shift 0.7253 eV
Orbital width 0.15 nm: level shift -0.8294 eV, change 0.0168 eV
Overlap model: binding 3.0 eV, mass 0.5 m_e, well width 0.12 nm
Overlap level correction at Gamma: 12.32 meV
Layered cell: 1.2 x 1.2 x 2.4 nm, oxide thickness 1.2 nm
Isolated interface image energy: -0.1248 eV, image series -0.1248 eV
Long cell, uniform oxide: E_corr 0.2711, level shift -0.5422 eV
Long cell, oxide/silicon: E_corr 0.1744, level shift -0.3488 eV
Contrast changes level shift by 0.1934 eV
every check passed
```
